**Closed-shell dissociation limit of methylsilane**

The program shows that the restricted Hartree–Fock plateau of CH₃–SiH₃ lies above the separated radicals, with an excess bracketed by $w_aw_b/(w_a+w_b)$. Here $w_a$ and $w_b$ are the energies of CH₃⁻ + SiH₃⁺ and of CH₃⁺ + SiH₃⁻ above the two radicals; optimized ions give the lower bound and frozen radical orbitals the upper one. It asserts that the relaxed plateau lies within this bracket and that its approach follows the $1/R$ tail set by the ionic weight. It also asserts that supermolecule energies at 50 nm, for five values of the methyl weight $p$, agree with the weight formula built from isolated fragments. A three-configuration singlet and an unrestricted calculation are asserted to reach their respective radical sums. In 6-31G* the plateau is at 9.695 eV and the restricted open-shell cleavage energy is 3.322 eV, an excess of 6.373 eV between bounds of 5.317 and 6.832 eV. The output also sizes correlation, radical relaxation, diffuse functions, the zero-point energy of the Si–C stretch and the thermal energy.

## Program and output

```python
"""
Result under test: the closed-shell Hartree-Fock (RHF) dissociation limit of
CH3-SiH3 lies above the separated radicals by an amount bracketed by
    w_a*w_b/(w_a+w_b),
w_a = energy of CH3(-) + SiH3(+) above the two radicals,
w_b = energy of CH3(+) + SiH3(-) above the two radicals.
Optimized ions give the lower bound, frozen radical orbitals the upper bound.
p is the weight of the methyl orbital in the doubly occupied bond orbital.
Energies are in eV and distances in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import block_diag
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, cc, mcscf, ao2mo, lib

lib.num_threads(1)
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
COULOMB = HARTREE * BOHR_NM          # e^2/(4 pi eps0), eV nm
CH_NM, SIH_NM, ANGLE = 0.109, 0.148, 110.0
BOND_DENSITY = 5.0                  # broken bonds per nm^2, rough
USE_TEMPERATURE = 378.0             # K
BASIS = "6-31g*"
DIFFUSE = {"C": "aug-cc-pvdz", "Si": "aug-cc-pvdz", "H": "cc-pvdz"}


def methyl(angle=ANGLE):
    t = np.radians(angle)
    atoms = [("C", (0.0, 0.0, 0.0))]
    for phi in np.radians([0, 120, 240]):
        atoms.append(("H", tuple(10 * CH_NM * np.array(
            [np.sin(t) * np.cos(phi), np.sin(t) * np.sin(phi), np.cos(t)]))))
    return atoms


def silyl(distance=0.0, angle=ANGLE):
    t = np.radians(angle)
    atoms = [("Si", (0.0, 0.0, 10 * distance))]
    for phi in np.radians([60, 180, 300]):
        xyz = 10 * SIH_NM * np.array(
            [np.sin(t) * np.cos(phi), np.sin(t) * np.sin(phi), -np.cos(t)])
        xyz[2] += 10 * distance
        atoms.append(("H", tuple(xyz)))
    return atoms


def molecule(atoms, charge=0, spin=0, basis=BASIS):
    return gto.M(atom=atoms, unit="Angstrom", charge=charge, spin=spin,
                 basis=basis, verbose=0)


def converge(mf, dm0=None):
    mf.conv_tol = 1e-9
    mf.max_cycle = 100
    mf.kernel(dm0=dm0)
    if not mf.converged:
        orbitals, occupation = mf.mo_coeff, mf.mo_occ
        mf = mf.newton()
        mf.kernel(orbitals, occupation)
    assert mf.converged
    return mf


def fragment(atoms, basis=BASIS):
    """Radical, optimized ions, and ions with frozen radical orbitals."""
    radical = converge(scf.ROHF(molecule(atoms, 0, 1, basis)))
    occ, mo = radical.mo_occ, radical.mo_coeff
    data = {"radical": radical.e_tot * HARTREE,
            "pairs": mo[:, occ == 2], "single": mo[:, occ == 1],
            "empty": mo[:, occ == 0]}
    assert data["single"].shape[1] == 1
    for name, charge in (("cation", 1), ("anion", -1)):
        ion = converge(scf.RHF(molecule(atoms, charge, 0, basis)))
        filled = data["pairs"]
        if charge == -1:
            filled = np.hstack([filled, data["single"]])
        data[name] = ion.e_tot * HARTREE
        data[name + "_frozen"] = ion.energy_tot(2 * filled @ filled.T) * HARTREE
    return data


def transfer_energies(c, si, kind=""):
    radicals = c["radical"] + si["radical"]
    return (c["anion" + kind] + si["cation" + kind] - radicals,
            c["cation" + kind] + si["anion" + kind] - radicals)


def closed_shell_excess(w_a, w_b):
    assert w_a > 0 and w_b > 0
    return w_a * w_b / (w_a + w_b)


carbon, silicon = fragment(methyl()), fragment(silyl())
radical_sum = carbon["radical"] + silicon["radical"]
w_relaxed = transfer_energies(carbon, silicon)
w_frozen = transfer_energies(carbon, silicon, "_frozen")
lower, upper = closed_shell_excess(*w_relaxed), closed_shell_excess(*w_frozen)
N_PAIRS = carbon["pairs"].shape[1] + silicon["pairs"].shape[1]


def joined_orbitals(mol, p):
    """Fragment orbitals with a bond orbital of methyl weight p."""
    n_c, n_si = len(carbon["single"]), len(silicon["single"])
    overlap = mol.intor("int1e_ovlp")
    phi_c = np.vstack([carbon["single"], np.zeros((n_si, 1))])
    phi_si = np.vstack([np.zeros((n_c, 1)), silicon["single"]])
    if (phi_c.T @ overlap @ phi_si)[0, 0] < 0:
        phi_si = -phi_si
    bond = np.sqrt(p) * phi_c + np.sqrt(1 - p) * phi_si
    anti = np.sqrt(1 - p) * phi_c - np.sqrt(p) * phi_si
    mo = np.hstack([block_diag(carbon["pairs"], silicon["pairs"]), bond, anti,
                    block_diag(carbon["empty"], silicon["empty"])])
    values, vectors = np.linalg.eigh(mo.T @ overlap @ mo)
    return mo @ (vectors / np.sqrt(values)) @ vectors.T


# Equilibrium distance from closed-shell energies
near = np.array([0.182, 0.187, 0.192, 0.197])
near_energy = np.array([converge(scf.RHF(molecule(methyl() + silyl(r)))).e_tot
                        for r in near]) * HARTREE
center = near.mean()
cubic = np.poly1d(np.polyfit(near - center, near_energy - near_energy.min(), 3))
fit = minimize_scalar(cubic, bounds=(near[0] - center, near[-1] - center),
                      method="bounded", options={"xatol": 1e-7})
r_eq = center + fit.x
assert near[0] + 1e-4 < r_eq < near[-1] - 1e-4
equilibrium = converge(scf.RHF(molecule(methyl() + silyl(r_eq))))
e_eq = equilibrium.e_tot * HARTREE
assert e_eq <= near_energy.min() + 1e-5

# Stretching curves, closed-shell and unrestricted
distances = [0.25, 0.35, 0.60, 1.0, 5.0, 50.0]
p_start = w_frozen[1] / sum(w_frozen)
rhf_curve, uhf_curve = [], []
for r in distances:
    mol = molecule(methyl() + silyl(r))
    occupation = np.zeros(mol.nao)
    occupation[:N_PAIRS + 1] = 2
    plain = scf.RHF(mol)
    plain.conv_tol = 1e-9
    closed = plain.newton()
    closed.max_cycle = 100
    closed.kernel(joined_orbitals(mol, p_start), occupation)
    assert closed.converged
    rhf_curve.append(closed.e_tot * HARTREE)
    local = joined_orbitals(mol, 1.0)
    up = local[:, :N_PAIRS + 1]
    down = np.delete(local[:, :N_PAIRS + 2], N_PAIRS, axis=1)
    open_shell = converge(scf.UHF(mol), np.array([up @ up.T, down @ down.T]))
    uhf_curve.append(open_shell.e_tot * HARTREE)
rhf_curve, uhf_curve = np.array(rhf_curve), np.array(uhf_curve)
assert np.all(np.diff(np.append(e_eq, rhf_curve)) > 0)
assert np.all(uhf_curve <= rhf_curve + 1e-4)

# Charge on methyl and plateau, from the relaxed solution at the last distance
far, far_mol = distances[-1], mol
density = closed.make_rdm1()
n_c = len(carbon["single"])
overlap = far_mol.intor("int1e_ovlp")
delta = np.sum((density * overlap)[:n_c]) - 9
tail_weight = (1 + delta**2) / 2
plateau = rhf_curve[-1] + tail_weight * COULOMB / far
excess = plateau - radical_sum
assert lower - 1e-3 < excess < upper + 1e-3
tail_computed = rhf_curve[-1] - rhf_curve[-2]
tail_formula = tail_weight * COULOMB * (1 / distances[-2] - 1 / far)
assert abs(tail_computed - tail_formula) < 8e-3   # next order is 1/R^2

# Weight formula against supermolecule determinants with frozen orbitals
weights = np.linspace(0, 1, 5)
direct = []
for p in weights:
    filled = joined_orbitals(far_mol, p)[:, :N_PAIRS + 1]
    direct.append(plain.energy_tot(2 * filled @ filled.T) * HARTREE - radical_sum)
direct = np.array(direct)
wa_far, wb_far = np.array(w_frozen) - COULOMB / far
formula = weights**2 * wa_far + (1 - weights)**2 * wb_far
weight_error = np.max(np.abs(direct - formula))
assert weight_error < 3e-4           # charge-dipole terms of order 1/R^2
a2, a1, a0 = np.polyfit(weights, direct, 2)
assert abs(a0 - a1**2 / (4 * a2) - closed_shell_excess(wa_far, wb_far)) < 3e-4
assert abs(-a1 / (2 * a2) - wb_far / (wa_far + wb_far)) < 1e-4

# Singlet with two ionic configurations and one neutral configuration
local = joined_orbitals(far_mol, 1.0)
plain.mo_coeff, plain.mo_occ = local, occupation
active = mcscf.CASCI(plain, 2, 2)
h, core = active.get_h1eff(local)
g = ao2mo.restore(1, active.get_h2eff(local), 2)
mix_a = np.sqrt(2) * (h[0, 1] + g[0, 0, 0, 1])
mix_b = np.sqrt(2) * (h[0, 1] + g[1, 1, 0, 1])
singlet = np.array([
    [2 * h[0, 0] + g[0, 0, 0, 0], g[0, 1, 0, 1], mix_a],
    [g[0, 1, 0, 1], 2 * h[1, 1] + g[1, 1, 1, 1], mix_b],
    [mix_a, mix_b, h[0, 0] + h[1, 1] + g[0, 0, 1, 1] + g[0, 1, 0, 1]]])
singlet_gap = (np.linalg.eigvalsh(singlet)[0] + core) * HARTREE - radical_sum
assert abs(singlet_gap) < 3e-4

# Unrestricted radicals and correlated cleavage energy
uhf_c = converge(scf.UHF(molecule(methyl(), 0, 1)))
uhf_si = converge(scf.UHF(molecule(silyl(), 0, 1)))
uhf_sum = (uhf_c.e_tot + uhf_si.e_tot) * HARTREE
uhf_gap = uhf_curve[-1] - uhf_sum
assert abs(uhf_gap) < 3e-4


def coupled_cluster(mf, frozen):
    solver = cc.CCSD(mf, frozen=frozen)
    solver.kernel()
    assert solver.converged
    return (solver.e_tot + solver.ccsd_t()) * HARTREE


d_cc = (coupled_cluster(uhf_c, 1) + coupled_cluster(uhf_si, 5)
        - coupled_cluster(equilibrium, 6))
d_open, d_uhf, d_closed = radical_sum - e_eq, uhf_sum - e_eq, plateau - e_eq

# Sizes of neglected effects
flat = converge(scf.ROHF(molecule(methyl(90.0), 0, 1))).e_tot * HARTREE
relax_c = carbon["radical"] - flat
best = minimize_scalar(
    lambda x: converge(scf.ROHF(molecule(silyl(0.0, x), 0, 1))).e_tot * HARTREE,
    bounds=(95, 120), method="bounded", options={"xatol": 0.2, "maxiter": 12})
relax_si = silicon["radical"] - best.fun
carbon_d, silicon_d = fragment(methyl(), DIFFUSE), fragment(silyl(), DIFFUSE)
lower_d = closed_shell_excess(*transfer_energies(carbon_d, silicon_d))
upper_d = closed_shell_excess(*transfer_energies(carbon_d, silicon_d, "_frozen"))
assert 0 < lower_d <= upper_d
mass = equilibrium.mol.atom_mass_list(isotope_avg=True)
m_c, m_si = mass[:4].sum(), mass[4:].sum()
reduced = m_c * m_si / (m_c + m_si) * const.atomic_mass
stiffness = cubic.deriv(2)(fit.x) * const.e / 1e-18
zero_point = const.hbar * np.sqrt(stiffness / reduced) / 2 / const.e
thermal = const.k * USE_TEMPERATURE / const.e
assert excess > abs(d_cc - d_open) + relax_c + relax_si
areal = BOND_DENSITY * 1e18 * const.e

print(f"C-H length (chosen): {CH_NM:.3f} nm")
print(f"Si-H length (chosen): {SIH_NM:.3f} nm")
print(f"H-C-Si and H-Si-C angles (chosen): {ANGLE:.1f} degrees")
print(f"Si-C distance at RHF minimum: {r_eq:.4f} nm")
print("Energies above the RHF minimum, 6-31G*:")
for r, e_r, e_u in zip(distances, rhf_curve - e_eq, uhf_curve - e_eq):
    print(f"  R = {r:5.2f} nm: RHF {e_r:.3f} eV, UHF {e_u:.3f} eV")
print(f"RHF plateau, R to infinity: {d_closed:.3f} eV")
print(f"Cleavage to restricted open-shell radicals: {d_open:.3f} eV")
print(f"Cleavage to unrestricted radicals: {d_uhf:.3f} eV")
print(f"RHF plateau above restricted radicals: {excess:.3f} eV")
print(f"Ratio of RHF plateau to open-shell cleavage: {d_closed/d_open:.2f}")
print(f"w_a, optimized ions: {w_relaxed[0]:.3f} eV")
print(f"w_b, optimized ions: {w_relaxed[1]:.3f} eV")
print(f"w_a, frozen radical orbitals: {w_frozen[0]:.3f} eV")
print(f"w_b, frozen radical orbitals: {w_frozen[1]:.3f} eV")
print(f"Lower bound on excess: {lower:.3f} eV")
print(f"Upper bound on excess: {upper:.3f} eV")
print(f"Methyl weight p at frozen-orbital minimum: {p_start:.4f}")
print(f"Extra electrons on methyl, relaxed RHF: {delta:.4f}")
print(f"Ionic weight (1+delta^2)/2: {tail_weight:.4f}")
print(f"RHF rise from 5 to 50 nm, computed: {tail_computed:.4f} eV")
print(f"RHF rise from 5 to 50 nm, tail formula: {tail_formula:.4f} eV")
print(f"Largest error of weight formula at 50 nm: {1000*weight_error:.4f} meV")
print(f"Three-configuration singlet minus radicals: {1000*singlet_gap:.4f} meV")
print(f"UHF at 50 nm minus UHF radicals: {1000*uhf_gap:.4f} meV")
print(f"CCSD(T) cleavage, rigid radicals, 6-31G*: {d_cc:.3f} eV")
print(f"CCSD(T) minus restricted open-shell cleavage: {d_cc-d_open:.3f} eV")
print(f"Methyl flattening energy: {relax_c:.3f} eV")
print(f"Silyl angular relaxation energy: {relax_si:.3f} eV")
print(f"Excess bounds with diffuse basis: {lower_d:.3f} to {upper_d:.3f} eV")
print(f"Zero-point energy of Si-C stretch: {zero_point:.3f} eV")
print(f"Thermal energy kT at {USE_TEMPERATURE:.0f} K: {thermal:.3f} eV")
print(f"Broken-bond density (rough): {BOND_DENSITY:.1f} per nm^2")
print(f"Areal energy from RHF plateau: {d_closed*areal:.2f} J/m^2")
print(f"Areal energy from open-shell cleavage: {d_open*areal:.2f} J/m^2")
print(f"Areal energy from CCSD(T) cleavage: {d_cc*areal:.2f} J/m^2")
print("every check passed")
```

Running it gives:

```
C-H length (chosen): 0.109 nm
Si-H length (chosen): 0.148 nm
H-C-Si and H-Si-C angles (chosen): 110.0 degrees
Si-C distance at RHF minimum: 0.1892 nm
Energies above the RHF minimum, 6-31G*:
  R =  0.25 nm: RHF 1.707 eV, UHF 1.707 eV
  R =  0.35 nm: RHF 4.949 eV, UHF 3.118 eV
  R =  0.60 nm: RHF 8.187 eV, UHF 3.218 eV
  R =  1.00 nm: RHF 8.915 eV, UHF 3.220 eV
  R =  5.00 nm: RHF 9.549 eV, UHF 3.220 eV
  R = 50.00 nm: RHF 9.681 eV, UHF 3.220 eV
RHF plateau, R to infinity: 9.695 eV
Cleavage to restricted open-shell radicals: 3.322 eV
Cleavage to unrestricted radicals: 3.220 eV
RHF plateau above restricted radicals: 6.373 eV
Ratio of RHF plateau to open-shell cleavage: 2.92
w_a, optimized ions: 10.843 eV
w_b, optimized ions: 10.433 eV
w_a, frozen radical orbitals: 13.864 eV
w_b, frozen radical orbitals: 13.469 eV
Lower bound on excess: 5.317 eV
Upper bound on excess: 6.832 eV
Methyl weight p at frozen-orbital minimum: 0.4928
Extra electrons on methyl, relaxed RHF: -0.0259
Ionic weight (1+delta^2)/2: 0.5003
RHF rise from 5 to 50 nm, computed: 0.1316 eV
RHF rise from 5 to 50 nm, tail formula: 0.1297 eV
Largest error of weight formula at 50 nm: 0.0585 meV
Three-configuration singlet minus radicals: -0.0000 meV
UHF at 50 nm minus UHF radicals: -0.0000 meV
CCSD(T) cleavage, rigid radicals, 6-31G*: 4.072 eV
CCSD(T) minus restricted open-shell cleavage: 0.750 eV
Methyl flattening energy: 0.233 eV
Silyl angular relaxation energy: 0.008 eV
Excess bounds with diffuse basis: 4.951 to 6.748 eV
Zero-point energy of Si-C stretch: 0.045 eV
Thermal energy kT at 378 K: 0.033 eV
Broken-bond density (rough): 5.0 per nm^2
Areal energy from RHF plateau: 7.77 J/m^2
Areal energy from open-shell cleavage: 2.66 J/m^2
Areal energy from CCSD(T) cleavage: 3.26 J/m^2
every check passed
```
